# Height of a solder ball reflowed onto a circular pad: a program that tests the result

```python
"""Height of a reflowed solder bump.

Result under test: a solder sphere of diameter D, melted onto a flat circular
pad of radius a that it wets exactly to the rim, forms (without gravity) a
spherical cap whose height h obeys h^3 + 3 a^2 h = D^3, that is
h = 2 a sinh(arcsinh(D^3 / (2 a^3)) / 3).
R is the radius of the cap's sphere, theta the contact angle in the liquid.
Lengths are in micrometres (um) unless a name says otherwise.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.constants import g
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize

ball_diameter = 100.0
pad_diameter = 80.0
pad_radius = pad_diameter / 2
density = 7000.0          # kg/m^3, rough, liquid tin-based solder
surface_tension = 0.5     # N/m, rough


def cap_height(diameter, base_radius):
    ratio = diameter**3 / (2 * base_radius**3)
    return 2 * base_radius * np.sinh(np.arcsinh(ratio) / 3)


def height_from_volume(volume, base_radius):
    return cap_height((6 * volume / np.pi)**(1 / 3), base_radius)


def disc_volume(height, base_radius):
    """Cap volume by summing discs from the top of the sphere downward."""
    radius = (base_radius**2 + height**2) / (2 * height)
    return quad(lambda z: np.pi * (2 * radius * z - z**2), 0, height)[0]


ball_volume = np.pi * ball_diameter**3 / 6
h = cap_height(ball_diameter, pad_radius)
R = (pad_radius**2 + h**2) / (2 * h)
theta = 2 * np.arctan(h / pad_radius)

# Test 1: root of the volume condition, with the volume found by quadrature.
h_quad = brentq(lambda x: disc_volume(x, pad_radius) - ball_volume, 10, 200)
assert abs(h_quad - h) < 1e-6

# Test 2: least free surface at fixed volume and rim, no sphere assumed.
# Profile: distance rho from the pad centre (in pad radii) against
# u = cosine of the polar angle; rho = 1 at the rim, where u = 0.
nodes, weights = np.polynomial.legendre.leggauss(40)
u = (nodes + 1) / 2
w = weights / 2


def profile(coeffs):
    p = legendre.legval(2 * u - 1, coeffs)
    dp = 2 * legendre.legval(2 * u - 1, legendre.legder(coeffs))
    return 1 + u * p, p + u * dp


def free_area(coeffs):
    rho, slope = profile(coeffs)
    return 2 * np.pi * np.sum(
        w * rho * np.sqrt(rho**2 + (1 - u**2) * slope**2))


def volume_excess(coeffs):
    rho, _ = profile(coeffs)
    return (2 * np.pi / 3 * np.sum(w * rho**3)
            - ball_volume / pad_radius**3)


start = np.zeros(8)
start[0] = 1.0
best = minimize(free_area, start, method="SLSQP",
                constraints={"type": "eq", "fun": volume_excess},
                options={"ftol": 1e-13, "maxiter": 500})
h_area = pad_radius * (1 + legendre.legval(1.0, best.x))
rho_best = pad_radius * profile(best.x)[0]
distance = np.hypot(rho_best * np.sqrt(1 - u**2), rho_best * u - (h - R))
shape_error = np.max(np.abs(distance - R))
assert abs(volume_excess(best.x)) < 1e-6
# tolerance: truncated polynomial profile and finite-difference gradients
assert abs(h_area - h) < 0.05
assert shape_error < 0.05


# Test 3: Young-Laplace equation integrated from the apex to the pad rim.
def drop(apex_curvature, weight_term):
    """Return height, contact angle and volume; weight_term in 1/um^2."""
    def rhs(s, y):
        r, z, phi, vol = y
        bend = (2 * apex_curvature + weight_term * z - np.sin(phi) / r)
        return [np.cos(phi), np.sin(phi), bend, np.pi * r**2 * np.sin(phi)]

    def at_rim(s, y):
        return y[0] - pad_radius
    at_rim.terminal = True
    at_rim.direction = -1
    s0 = 1e-3
    y0 = [s0, apex_curvature * s0**2 / 2, apex_curvature * s0, 0.0]
    sol = solve_ivp(rhs, (s0, 300), y0, method="DOP853", events=at_rim,
                    rtol=1e-10, atol=1e-10)
    r, z, phi, vol = sol.y_events[0][0]
    return z, phi, vol


def equilibrium(weight_term):
    curvature = brentq(lambda b: drop(b, weight_term)[2] - ball_volume,
                       1 / 60, 1 / 45, xtol=1e-13)
    return drop(curvature, weight_term)


h_free, theta_free, _ = equilibrium(0.0)
assert abs(h_free - h) < 1e-4
assert abs(theta_free - theta) < 1e-5

weight_term = density * g / surface_tension * 1e-12
h_gravity = equilibrium(weight_term)[0]
gravity_shift = h_gravity - h_free
assert -0.1 < gravity_shift < 0
capillary_pressure = 2 * surface_tension / (R * 1e-6)
hydrostatic_pressure = density * g * h * 1e-6

# Other neglected effects: the volume condition solved with changed inputs.
melt_expansion = 0.05     # rough, hot liquid against cold solid
layer = 1.5               # rough intermetallic thickness
ball_tolerance = 3.0      # rough
pad_tolerance = 4.0       # rough, on the diameter
recess = 5.0              # rough passivation step
low_angle = 120.0         # assumed advancing angle of poor surroundings
pad_area = np.pi * pad_radius**2
melt_shift = height_from_volume(
    ball_volume * (1 + melt_expansion), pad_radius) - h
layer_shift = height_from_volume(
    ball_volume - pad_area * layer, pad_radius) - h
ball_up = cap_height(ball_diameter + ball_tolerance, pad_radius) - h
ball_down = cap_height(ball_diameter - ball_tolerance, pad_radius) - h
pad_up = cap_height(ball_diameter, pad_radius + pad_tolerance / 2) - h
pad_down = cap_height(ball_diameter, pad_radius - pad_tolerance / 2) - h
h_above_rim = height_from_volume(ball_volume - pad_area * recess, pad_radius)
spread_radius = brentq(
    lambda b: 2 * np.arctan(cap_height(ball_diameter, b) / b)
    - np.radians(low_angle), pad_radius, 60)
h_spread = cap_height(ball_diameter, spread_radius)
assert abs(disc_volume(h_spread, spread_radius) / ball_volume - 1) < 1e-8
assert 84.0 < h < 84.5


def cubic(x):
    return x**3 + 3 * pad_radius**2 * x


print(f"ball diameter D: {ball_diameter:.0f} um")
print(f"pad diameter: {pad_diameter:.0f} um, radius a: {pad_radius:.0f} um")
print(f"ball volume: {ball_volume:.0f} um^3")
print(f"3 a^2: {3 * pad_radius**2:.0f} um^2")
print(f"D^3: {ball_diameter**3:.0f} um^3")
print(f"h^3 + 3 a^2 h at h = 84 um: {cubic(84.0):.0f} um^3")
print(f"h^3 + 3 a^2 h at h = 84.5 um: {cubic(84.5):.0f} um^3")
ratio = ball_diameter**3 / (2 * pad_radius**3)
print(f"D^3/(2 a^3): {ratio:.4f}")
print(f"arcsinh of that: {np.arcsinh(ratio):.4f}")
print(f"bump height h: {h:.2f} um = {h / 1000:.4f} mm")
print(f"sphere radius R: {R:.2f} um")
print(f"contact angle theta: {np.degrees(theta):.1f} degrees")
print(f"greatest width 2R: {2 * R:.1f} um")
print(f"height of greatest width: {h - R:.1f} um")
print(f"overhang beyond pad rim, each side: {R - pad_radius:.1f} um")
print(f"height from least-area search: {h_area:.3f} um")
print(f"largest departure of that shape from sphere: {shape_error:.1e} um")
print(f"height from Young-Laplace, no gravity: {h_free:.3f} um")
print(f"liquid density (rough): {density:.0f} kg/m^3")
print(f"surface tension (rough): {surface_tension:.1f} N/m")
print(f"capillary pressure 2 gamma/R: {capillary_pressure:.0f} Pa")
print(f"hydrostatic pressure over h: {hydrostatic_pressure:.2f} Pa")
print(f"pressure ratio: {hydrostatic_pressure / capillary_pressure:.1e}")
print(f"height change by gravity: {gravity_shift:.4f} um")
print(f"melt volume excess (rough): {100 * melt_expansion:.0f} %")
print(f"height change while molten: {melt_shift:+.2f} um")
print(f"intermetallic thickness (rough): {layer:.1f} um")
print(f"height change, whole layer removed: {layer_shift:+.2f} um")
print(f"ball diameter tolerance (rough): {ball_tolerance:.0f} um")
print(f"height change, larger ball: {ball_up:+.2f} um")
print(f"height change, smaller ball: {ball_down:+.2f} um")
print(f"pad diameter tolerance (rough): {pad_tolerance:.0f} um")
print(f"height change, larger pad: {pad_up:+.2f} um")
print(f"height change, smaller pad: {pad_down:+.2f} um")
print(f"pad recess (rough): {recess:.0f} um")
print(f"recessed pad, height above rim: {h_above_rim:.2f} um")
print(f"recessed pad, height above pad: {h_above_rim + recess:.2f} um")
print(f"poor surroundings, advancing angle: {low_angle:.0f} degrees")
print(f"poor surroundings, wetted radius: {spread_radius:.1f} um")
print(f"poor surroundings, bump height: {h_spread:.1f} um")
print("verified")
```

It prints:

```
ball diameter D: 100 um
pad diameter: 80 um, radius a: 40 um
ball volume: 523599 um^3
3 a^2: 4800 um^2
D^3: 1000000 um^3
h^3 + 3 a^2 h at h = 84 um: 995904 um^3
h^3 + 3 a^2 h at h = 84.5 um: 1008951 um^3
D^3/(2 a^3): 7.8125
arcsinh of that: 2.7529
bump height h: 84.16 um = 0.0842 mm
sphere radius R: 51.58 um
contact angle theta: 129.2 degrees
greatest width 2R: 103.2 um
height of greatest width: 32.6 um
overhang beyond pad rim, each side: 11.6 um
height from least-area search: 84.157 um
largest departure of that shape from sphere: 1.3e-06 um
height from Young-Laplace, no gravity: 84.157 um
liquid density (rough): 7000 kg/m^3
surface tension (rough): 0.5 N/m
capillary pressure 2 gamma/R: 19386 Pa
hydrostatic pressure over h: 5.78 Pa
pressure ratio: 3.0e-04
height change by gravity: -0.0055 um
melt volume excess (rough): 5 %
height change while molten: +1.88 um
intermetallic thickness (rough): 1.5 um
height change, whole layer removed: -0.56 um
ball diameter tolerance (rough): 3 um
height change, larger ball: +3.44 um
height change, smaller ball: -3.47 um
pad diameter tolerance (rough): 4 um
height change, larger pad: -1.58 um
height change, smaller pad: +1.52 um
pad recess (rough): 5 um
recessed pad, height above rim: 82.28 um
recessed pad, height above pad: 87.28 um
poor surroundings, advancing angle: 120 degrees
poor surroundings, wetted radius: 45.8 um
poor surroundings, bump height: 79.4 um
verified
```
